# Kohn-Sham Forces from Explicit Derivatives at a Stationary Energy

In a molecular-dynamics step an ion is moved a little and the electrons settle into a new ground state. Every orbital changes, and with it the kinetic, Hartree and exchange-correlation energies. The force on the ion is minus the slope of the total energy, so it seems to require the response of every orbital to every ionic displacement. Yet for self-consistent electrons with fixed occupations, a local ionic potential and a basis that does not move with the ions, the force can be computed from the electron density at the present positions alone. These notes establish why, starting from one electron, and find where the result stops holding.

Hartree atomic units are used: energies in hartree, lengths in bohr, forces in hartree/bohr. The ions are classical and the electrons are in a stationary state for each set of ionic positions.

## 1. One electron

Let a normalized orbital $\phi$ satisfy $h(R)\phi=\varepsilon\phi$, where the Hermitian Hamiltonian $h$ depends on a parameter $R$. The energy is $E=\langle\phi|h|\phi\rangle$. The product rule gives

$$\frac{dE}{dR}=\left\langle\phi\left|\frac{\partial h}{\partial R}\right|\phi\right\rangle+\langle\partial_R\phi|h|\phi\rangle+\langle\phi|h|\partial_R\phi\rangle .$$

In the last two terms $h$ acts on $\phi$, directly or through Hermiticity, and produces the real number $\varepsilon$. They add up to

$$\varepsilon\left(\langle\partial_R\phi|\phi\rangle+\langle\phi|\partial_R\phi\rangle\right)=\varepsilon\,\frac{d}{dR}\langle\phi|\phi\rangle=0 ,$$

because the norm stays equal to one. Only the explicit derivative of $h$ is left, which is the Hellmann-Feynman theorem.

**Test on a solvable limit.** Take a harmonic well centred at $R$ in a uniform force $\mathcal E$:

$$h=-\tfrac12\frac{d^2}{dx^2}+\tfrac12k(x-R)^2-\mathcal E x .$$

Completing the square with $u=x-R$ gives

$$\tfrac12ku^2-\mathcal E(u+R)=\tfrac12k\left(u-\frac{\mathcal E}{k}\right)^2-\frac{\mathcal E^2}{2k}-\mathcal E R .$$

The ground-state energy is therefore $E=\tfrac12\sqrt k-\mathcal E^2/2k-\mathcal E R$, and $-dE/dR=\mathcal E$. The explicit derivative is $\partial h/\partial R=-k(x-R)$. The orbital is centred at $u=\mathcal E/k$, so minus its expectation value is $k\langle x-R\rangle=\mathcal E$. The two agree. The orbital must be displaced from the well centre for this to work, a point that returns in section 6.

## 2. Many orbitals and a density functional

The Kohn-Sham energy is not the expectation value of one fixed Hamiltonian: the potential depends on the density. The one-electron proof therefore cannot simply be repeated for each orbital.

Let $M$ orthonormal orbitals have the same fixed occupation $f$, with $f=2$ for a closed shell. The cell is fixed. The density and energy are

$$n(\mathbf r)=f\sum_i|\phi_i(\mathbf r)|^2,$$

$$E[\{\phi\},\mathbf R]=T+E_H[n]+E_{xc}[n]+\int v_{ext}(\mathbf r;\mathbf R)\,n(\mathbf r)\,d\mathbf r+E_{II}(\mathbf R),$$

where

$$T=f\sum_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle,\qquad E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

Here $v_{ext}$ is the local potential energy of an electron in the field of the ions, and $E_{II}$ is the ion-ion energy. At fixed orbitals, $\mathbf R$ appears in the last two terms of $E$ and nowhere else.

Vary the orbitals at fixed ions. The kinetic operator is Hermitian under periodic boundary conditions, or for orbitals that vanish at infinity, so

$$\delta T=2f\,\mathrm{Re}\sum_i\langle\delta\phi_i|-\tfrac12\nabla^2|\phi_i\rangle .$$

The density changes by $\delta n=2f\,\mathrm{Re}\sum_i\delta\phi_i^*\phi_i$. In $E_H$ either density factor can vary. The two contributions are equal by symmetry and cancel the factor $\tfrac12$:

$$\delta E_H=\int v_H\,\delta n\,d\mathbf r,\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .$$

The exchange-correlation potential is defined by $\delta E_{xc}=\int v_{xc}\,\delta n\,d\mathbf r$, and the external term gives $\int v_{ext}\,\delta n\,d\mathbf r$. Collecting everything,

$$\delta E=2f\,\mathrm{Re}\sum_i\langle\delta\phi_i|H|\phi_i\rangle,\qquad H=-\tfrac12\nabla^2+v_{ext}+v_H+v_{xc}. \tag{1}$$

The density dependence of $E_H$ and $E_{xc}$ has been fully used in forming $v_H$ and $v_{xc}$. No separate term for the response of these potentials appears in a first derivative of $E$.

## 3. What stationarity means under the constraint

The orbitals are not free: $\langle\phi_i|\phi_j\rangle=\delta_{ij}$. Introduce a Hermitian matrix of multipliers $\Lambda$ and make

$$E-f\sum_{ij}\Lambda_{ji}\left(\langle\phi_i|\phi_j\rangle-\delta_{ij}\right)$$

stationary. Hermiticity of $\Lambda$ makes the constraint term real. The coefficient of $\delta\phi_i^*$ must vanish, so

$$H\phi_i=\sum_j\phi_j\Lambda_{ji}. \tag{2}$$

Thus $H$ maps the occupied space into itself. Since the occupations are equal, a unitary rotation $\phi'_k=\sum_i\phi_iU_{ik}$ leaves $n$ and $T$ unchanged, because $UU^\dagger=1$. Choosing $U$ so that $\Lambda U=U\varepsilon$, with $\varepsilon$ diagonal, turns (2) into the usual equations $H\phi'_k=\varepsilon_k\phi'_k$. The eigenvalues are multipliers of the constraint.

The constraint can be seen at work. Choose a real function $g(\mathbf r)$ and change the eigenorbitals to $\phi_i+tg\phi_i$ without restoring orthonormality. Equation (1) gives

$$\left.\frac{dE}{dt}\right|_{t=0}=2f\sum_i\varepsilon_i\langle\phi_i|g|\phi_i\rangle, \tag{3}$$

which is generally not zero. The energy is not stationary under arbitrary variations. If the changed orbitals are orthonormalized, (2) applies and the slope vanishes.

## 4. Moving the ions

Let $R$ be one Cartesian coordinate of one ion. Assume that the occupied orbitals can be followed smoothly as $R$ changes, as they can for an isolated solution with a gap and a nonsingular response. The chain rule and (1) give

$$\frac{dE}{dR}=\left.\frac{\partial E}{\partial R}\right|_{\phi}+2f\,\mathrm{Re}\sum_i\langle\partial_R\phi_i|H|\phi_i\rangle . \tag{4}$$

Call the second term $D$, the implicit part. Insert (2) and write twice the real part as a number plus its complex conjugate:

$$D=f\sum_{ij}\left(\Lambda_{ji}\langle\partial_R\phi_i|\phi_j\rangle+\Lambda_{ji}^*\langle\phi_j|\partial_R\phi_i\rangle\right).$$

In the second term use $\Lambda_{ji}^*=\Lambda_{ij}$ and exchange the names $i$ and $j$. Then

$$D=f\sum_{ij}\Lambda_{ji}\left(\langle\partial_R\phi_i|\phi_j\rangle+\langle\phi_i|\partial_R\phi_j\rangle\right)=f\sum_{ij}\Lambda_{ji}\frac{d}{dR}\langle\phi_i|\phi_j\rangle=0,$$

because $\delta_{ij}$ does not depend on $R$. The explicit terms remain. For ion $a$,

$$\boxed{\mathbf F_a=-\frac{dE}{d\mathbf R_a}=-\int n(\mathbf r)\frac{\partial v_{ext}(\mathbf r;\mathbf R)}{\partial\mathbf R_a}\,d\mathbf r-\frac{\partial E_{II}}{\partial\mathbf R_a}} \tag{5}$$

The orbitals have not been held fixed in reality. Their motion costs nothing to first order because it is an orthonormal variation about a stationary point. Kinetic and exchange-correlation effects still influence the force, through the density they help to determine.

The proof also covers a finite basis, provided its functions do not depend on $\mathbf R$. Equation (2) then holds when projected onto the basis, and $\partial_R\phi_i$ lies inside the basis, so the projection is all that $D$ requires. Plane waves in a fixed cell are such a basis at any cutoff.

For a nonlocal pseudopotential $V(\mathbf R)$, the external energy is $f\sum_i\langle\phi_i|V|\phi_i\rangle$. Its variation again has the form (1), with $V$ in $H$. The first term of (5) is replaced by $-f\sum_i\langle\phi_i|\partial V/\partial\mathbf R_a|\phi_i\rangle$, which includes the motion of the projectors. If occupations change with $R$, the chain rule adds $\sum_i\varepsilon_i\,df_i/dR$ to $dE/dR$, because changing $f_i$ at fixed orbitals changes $E$ at the rate $\langle\phi_i|H|\phi_i\rangle=\varepsilon_i$. At fixed electron number this sum vanishes when all levels with changing occupation have the same eigenvalue; in general it does not, and (5) is then not by itself minus the derivative of $E$. For Fermi-Dirac occupations at a fixed temperature, with thermal energy $\theta$, electronic entropy $S$ in units of Boltzmann's constant and chemical potential $\mu$, one has $\theta\,\partial S/\partial f_i=\varepsilon_i-\mu$. At fixed electron number $\theta\,dS/dR$ then equals the extra sum, and (5) is minus the derivative of the free energy $E-\theta S$.

**Test on rigid translation.** Suppose $T$, $E_H$ and $E_{xc}$ are unchanged when all orbitals are shifted by $\mathbf s$. The shift preserves orthonormality, so stationarity at fixed ions requires

$$0=\left.\frac{d}{d\mathbf s}\int v_{ext}(\mathbf r)n(\mathbf r-\mathbf s)\,d\mathbf r\right|_{0}=-\int v_{ext}\nabla n\,d\mathbf r=\int n\nabla v_{ext}\,d\mathbf r .$$

The third form follows by integration by parts. Since $v_{ext}$ is a sum of functions of $\mathbf r-\mathbf R_a$, $\nabla v_{ext}=-\sum_a\partial v_{ext}/\partial\mathbf R_a$. The electronic forces in (5) therefore sum to zero. So do the ion-ion forces, because $E_{II}$ depends on relative positions. An isolated system does not push itself along, as required. When $E_{xc}$ is summed on a finite real-space grid, its invariance under shifts is only approximate, and the forces sum to zero only to the accuracy of that grid.

## 5. A calculation in which the orbitals really move

The model has three ions in a periodic cubic cell of side 10 bohr. Each ion is a Gaussian charge of width 0.8 bohr:

- Ion 1 has charge 2 and position (5.0, 5.0, 5.0) bohr.
- Ion 2 has charge 1 and position (7.4, 5.3, 5.0) bohr.
- Ion 3 has charge 1 and position (2.8, 5.4, 5.0) bohr.

Four electrons doubly occupy two orbitals. The zero-wavevector electrostatic terms are omitted, which corresponds to uniform compensating backgrounds, and the constant self-energies of the ions are left out. Exchange has the Dirac form, correlation is omitted, and only the zone centre is sampled. The basis contains 257 plane waves. These are model ions, not a named molecule. The gap is 0.0207 hartree, small but finite.

For ion 2, the two terms of (5) along $x$ are

$$F_x=-0.17901+0.25960=0.08059\ \text{hartree/bohr}.$$

The electrons pull the ion towards smaller $x$, the ion-ion term pushes it the other way, and the push wins. The ion-ion term is a lattice sum: the two other ions alone would give 0.3165 hartree/bohr, and their periodic images together with the background reduce this by 0.057. The result is 4.14 eV/Å. Along $y$, $F_y=-0.02515+0.03067=0.00552$ hartree/bohr, or 0.284 eV/Å. These digits belong to the 257-plane-wave basis, a cutoff of 3.2 hartree. At cutoffs of 6 and 10 hartree the forces are 0.08038 and 0.00550 hartree/bohr, or 4.13 and 0.283 eV/Å, and the gap at 6 hartree is 0.0206 hartree.

The independent route moves ion 2 by $\pm0.002$ bohr, reconverges the electrons at both positions and takes minus the central difference of the total energies. It gives 0.08059 and 0.00552 hartree/bohr. No response formula enters this comparison; the numerical check also examines the cancellation behind it.

The implicit slopes, that is, the changes per bohr of $x$ displacement due to the changing orbitals, are:

- kinetic: $-0.14692$ hartree/bohr
- Hartree: $-0.19287$ hartree/bohr
- exchange: $+0.05575$ hartree/bohr
- external: $+0.28404$ hartree/bohr

Their sum is zero to the digits shown. Three of the four are individually larger than the force itself. The external energy has both kinds of slope: $+0.17901$ explicit and $+0.28404$ implicit, together $0.46305$ hartree/bohr. Differentiating the full numerical change of the external energy while ignoring the other electronic terms would therefore give a wrong force. The derivative in (5) is taken at fixed density.

The orbitals do respond. With phases aligned to those at the starting position, the norms of $\partial_x\phi_i$ are 0.13 and 0.71 bohr$^{-1}$. The phase choice cannot affect $D$: adding $i\alpha\phi_i$ to $\partial_R\phi_i$, with real $\alpha$, adds $2f\,\mathrm{Re}(-i\alpha\varepsilon_i)=0$.

The role of orthonormality is tested with $g=\cos(2\pi x/L)+\sin(2\pi x/L)$, where $L$ is the cell side and each $g\phi_i$ is projected onto the plane-wave basis. Without orthonormalization, the energy slope is 0.7826 hartree per unit $t$, both from energy differences and from (3). With orthonormalization it is below $10^{-6}$ hartree. The first number has no physical significance of its own: the variation changes the number of electrons, so adding a constant to the potential would alter the slope.

## 6. Where the cancellation fails

**Unconverged orbitals.** Let orthonormal trial orbitals differ from the stationary ones by an amount of order $t$. The first derivative of the energy vanishes, so

$$E(t)-E(0)=\tfrac12E''(0)t^2+O(t^3).$$

The electronic force in (5) is linear in the density. The density error generally begins at order $t$, so the force error does too. A converged-looking energy is thus not sufficient evidence of a converged force.

The model shows the two orders. With the orthonormalized $g$ variation, doubling $t$ from 0.005 to 0.010 raises the energy error from $2.97\times10^{-5}$ to $1.19\times10^{-4}$ hartree, a factor of 4.01. The norm of the error in the electronic forces on all three ions grows from $2.44\times10^{-3}$ to $4.89\times10^{-3}$ hartree/bohr, a factor of 2.00. Both errors are relative to the self-consistent solution in the same basis.

There is a second consequence. If a dynamics program follows unconverged orbitals, the term $D$ in (4) need not vanish. Formula (5) is then not, in general, minus the slope of the energy being followed.

**A basis that moves.** Suppose the orbitals are expanded in functions attached to the ions,

$$\phi_i=\sum_\mu c_{\mu i}\chi_\mu(\mathbf r;\mathbf R).$$

When $R$ changes, so do both coefficients and functions:

$$\partial_R\phi_i=\sum_\mu(\partial_Rc_{\mu i})\chi_\mu+\sum_\mu c_{\mu i}\,\partial_R\chi_\mu .$$

The variational equations now state

$$\langle\chi_\nu|H-\varepsilon_i|\phi_i\rangle=0\quad\text{for every }\nu. \tag{6}$$

They say nothing about functions outside the span of the basis. Normalization gives $2\,\mathrm{Re}\langle\partial_R\phi_i|\phi_i\rangle=0$, so $\varepsilon_i$ times this quantity can be subtracted from $D$ without changing it:

$$D=2f\,\mathrm{Re}\sum_i\langle\partial_R\phi_i|H-\varepsilon_i|\phi_i\rangle .$$

By (6), the part containing $\partial_Rc_{\mu i}$ vanishes. The other part remains. Since only functions attached to ion $a$ move with it, the additional force is

$$\mathbf F_a^{Pulay}=-2f\,\mathrm{Re}\sum_i\sum_{\mu\in a}c_{\mu i}^*\left\langle\frac{\partial\chi_\mu}{\partial\mathbf R_a}\right|H-\varepsilon_i\left|\phi_i\right\rangle. \tag{7}$$

It vanishes if the basis is fixed. It also vanishes if every derivative $\partial\chi_\mu/\partial\mathbf R_a$ lies in the span of the basis, because (6) then applies. A complete basis is the limiting case.

**Test on the solvable limit.** Return to the harmonic well, but allow just one real, normalized, even function $\chi(x-R)$, carried rigidly by the well. Its energy is a constant minus $\mathcal E R$, so the force is $\mathcal E$. The explicit force is $k\langle x-R\rangle=0$, since the function cannot be displaced from the centre. The whole force must come from (7), with $f=1$.

Let a prime denote $d/dx$, so $\partial_R\chi=-\chi'$, and let $V$ be the potential in $h$. Equation (7) becomes

$$F^{Pulay}=2\int\chi'\left(-\tfrac12\chi''+V\chi-\varepsilon\chi\right)dx .$$

The kinetic term is $-\tfrac12\int(\chi'^2)'dx=0$, and the $\varepsilon$ term is $-\varepsilon\int(\chi^2)'dx=0$. The potential term is

$$\int V(\chi^2)'dx=-\int V'\chi^2dx=-\langle k(x-R)-\mathcal E\rangle=\mathcal E .$$

The missing force is recovered.

**Frozen and moving versions of one basis.** In the three-ion model, replace the full plane-wave space by six Gaussian functions, two on each ion, with exponents 0.2 and 0.6 bohr$^{-2}$, represented within the plane-wave space. The total energy rises from $-0.7424$ to $-0.6613$ hartree, so this basis is poor. At the starting geometry, the explicit $x$ force on ion 2 is 0.0922 hartree/bohr.

If the six functions stay where they are while the ion moves, energy differences also give 0.0922 hartree/bohr. Incompleteness alone does not spoil (5). If the functions travel with the ion, energy differences give 0.0574 hartree/bohr. Equation (7) supplies the difference:

$$0.0922-0.0348=0.0574\ \text{hartree/bohr}.$$

Compare these values with the plane-wave force, 0.0806 hartree/bohr. The explicit small-basis force differs from it by 0.0116, and the Pulay-corrected force by 0.0232 hartree/bohr. At a cutoff of 10 hartree the plane-wave, explicit and corrected forces are 0.0804, 0.0915 and 0.0561 hartree/bohr, and the two differences become 0.0111 and 0.0243. The correction makes the force here less accurate by that measure. Its purpose is consistency: it gives the slope of the energy surface actually generated by the moving basis. It does not repair the error of that surface.

## 7. One derivative further

The cancellation belongs to the first derivative. Differentiating (5) with respect to another ionic position $\mathbf R_b$ also differentiates the density, and the result contains

$$-\int\frac{dn(\mathbf r)}{d\mathbf R_b}\frac{\partial v_{ext}(\mathbf r;\mathbf R)}{\partial\mathbf R_a}\,d\mathbf r .$$

Stationarity does not remove this term. In the harmonic well without the field, holding the orbital fixed would give a force constant $\langle\partial^2h/\partial R^2\rangle=k$, whereas the true energy, $\tfrac12\sqrt k$, does not depend on $R$. The orbital's response supplies the missing $-k$. Where (5) holds, forces can be found from the present density; force constants also require the way that density changes.

## Numbers as computed

```
cell side: 10.0 bohr; ion width: 0.8 bohr
cutoff: 3.2 hartree; plane waves: 257
grid points per side: 17; electrons: 4
ion 1: charge 2 e, position [5. 5. 5.] bohr
ion 2: charge 1 e, position [7.4 5.3 5. ] bohr
ion 3: charge 1 e, position [2.8 5.4 5. ] bohr
displaced ion: 2; step h: 0.002 bohr
occupied eigenvalues: [-0.303835 -0.036878] hartree
gap: 0.020689 hartree
kinetic energy: 1.131338 hartree
Hartree energy: 0.932609 hartree
exchange energy: -0.819358 hartree
external energy: -2.585504 hartree
ion-ion energy: 0.598553 hartree
total energy: -0.742362 hartree
x force, external part: -0.179009 hartree/bohr
x force, ion-ion part: 0.259604 hartree/bohr
x force, explicit total: 0.0805947 hartree/bohr
x force, energy difference: 0.0805947 hartree/bohr
x force, converted: 4.1443 eV/angstrom
y force, external part: -0.025149 hartree/bohr
y force, ion-ion part: 0.030672 hartree/bohr
y force, explicit total: 0.0055237 hartree/bohr
y force, energy difference: 0.0055237 hartree/bohr
y force, converted: 0.2840 eV/angstrom
implicit x slope, kinetic: -0.146923 hartree/bohr
implicit x slope, Hartree: -0.192867 hartree/bohr
implicit x slope, exchange: 0.055749 hartree/bohr
implicit x slope, external: 0.284041 hartree/bohr
sum of implicit x slopes: -1.3e-08 hartree/bohr
orbital response norms: [0.13242 0.71156] 1/bohr
orbital response term: -1.2e-07 hartree/bohr
free variation slope, difference: 0.78258 hartree
free variation slope, formula: 0.78258 hartree
orthonormal variation slope: 5.9e-07 hartree
t = 0.005: energy error 2.969e-05 hartree
t = 0.005: force error norm 2.438e-03 hartree/bohr
t = 0.010: energy error 1.191e-04 hartree
t = 0.010: force error norm 4.886e-03 hartree/bohr
error ratios: energy 4.010, force 2.004
Gaussian exponents: [0.2, 0.6] 1/bohr^2; functions: 6
small-basis total energy: -0.661256 hartree
small basis, explicit x force: 0.092153 hartree/bohr
frozen basis, energy difference: 0.092153 hartree/bohr
moving basis, energy difference: 0.057376 hartree/bohr
Pulay x force, formula: -0.034777 hartree/bohr
explicit plus Pulay x force: 0.057376 hartree/bohr
```
